\section*{Why DFT+U and Kanamori exchange parameters differ for a d shell}

\section{The belief and the two definitions}

\noindent Q: I have the exchange parameter $J_S=(F^2+F^4)/14$ from a DFT+U setup for a 3d ion. I intend to use it as the Hund coupling $J$ of a five-orbital Kanamori Hamiltonian. Both are the average exchange integral of the d shell, so they must be one number.

\medskip\noindent A: They are two different averages, and the definitions show where they part. Take one d shell with a single radial function, $\phi_a(\mathbf r)=R(r)S_a(\mathbf n)$, with five orthonormal $l=2$ angular functions $S_a$, real or complex, and an interaction that depends only on $r_{12}$, here the bare Coulomb one. Define
\begin{equation}
(ab|cd)=\frac{e^2}{4\pi\varepsilon_0}\iint \frac{\phi_a^*(1)\phi_b(1)\,\phi_c^*(2)\phi_d(2)}{r_{12}}\,d^3r_1\,d^3r_2,
\end{equation}
and $U_{ab}=(aa|bb)$, $J_{ab}=(ab|ba)$, so that $J_{aa}=U_{aa}$. The expansion $1/r_{12}=\sum_k r_<^k\,r_>^{-k-1}P_k(\cos\gamma)$, with $\gamma$ the angle between $\mathbf n_1$ and $\mathbf n_2$, separates radii from angles:
\begin{align}
(ab|cd)&=\sum_k F^k\iint S_a^*S_b(1)\,P_k(\cos\gamma)\,S_c^*S_d(2)\,d\Omega_1d\Omega_2,\\
F^k&=\frac{e^2}{4\pi\varepsilon_0}\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .
\end{align}
A product $S_a^*S_b$ is an even polynomial of degree four on the sphere, so only $k=0,2,4$ survive. The Racah parameters are defined by
\begin{equation}
F^0=A+\tfrac75C,\qquad F^2=49B+7C,\qquad F^4=\tfrac{63}{5}C .
\end{equation}
Since $r_</r_>\le1$ we have $F^2\ge F^4>0$, so $C>0$ and $B=(F^2-\tfrac59F^4)/49>0$.

The DFT+U pair of Anisimov and Liechtenstein is
\begin{equation}
U=\frac1{25}\sum_{ab}U_{ab},\qquad U-J_S=\frac1{20}\sum_{a\ne b}(U_{ab}-J_{ab}).
\end{equation}
The Kanamori interaction for real orbitals has $(aa|aa)=U_K$, $(aa|bb)=U_K-2J_K$ and $(ab|ba)=(ab|ab)=J_K$ for $a\neq b$, all other integrals being zero. Its $J_K$ stands for an exchange integral between two different orbitals, so the natural candidate is the pair mean $\bar J=\frac1{20}\sum_{a\ne b}J_{ab}$.

\section{Two sum rules}

\noindent Q: The second definition is a sum over the same twenty ordered pairs. I read it as mean $U_{ab}$ minus mean $J_{ab}$, and the second piece is $J_S$.

\medskip\noindent A: That reading needs the mean of $U_{ab}$ over $a\ne b$ to equal $U$, but $U$ includes the five diagonal terms. The addition theorem, valid for any orthonormal basis of the shell, is $\sum_aS_a^*(\mathbf n_1)S_a(\mathbf n_2)=\frac{5}{4\pi}P_2(\cos\gamma)$. At coinciding arguments it equals $5/4\pi$, and $\iint P_k\,d\Omega_1d\Omega_2=(4\pi)^2\delta_{k0}$, so
\begin{equation}
\sum_{ab}U_{ab}=25F^0,\qquad U=F^0 .
\end{equation}
In $\sum_{ab}J_{ab}$ the sums over $a$ and over $b$ each give $\frac5{4\pi}P_2(\cos\gamma)$. With $x=\cos\gamma$ the double angular integral is $4\pi\cdot2\pi\int dx$, so the coefficient of $F^k$ is $\frac{25}{2}\int_{-1}^1P_2^2P_k\,dx$. From $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$ we get $x^2=(2P_2+1)/3$ and $x^4=(8P_4+20P_2+7)/35$, hence
\begin{equation}
P_2^2=\frac{9x^4-6x^2+1}{4}=\frac15+\frac27P_2+\frac{18}{35}P_4\equiv\sum_kc_kP_k .
\label{eq:p2sq}
\end{equation}
With $\int P_k^2dx=2/(2k+1)$ the coefficients are $25c_k/(2k+1)$, that is $5$, $10/7$ and $10/7$:
\begin{equation}
\sum_{ab}J_{ab}=5F^0+\tfrac{10}{7}(F^2+F^4).
\end{equation}
The diagonal terms vanish in $U_{ab}-J_{ab}$, so the sum over $a\ne b$ may be extended to all pairs:
\begin{align}
20(F^0-J_S)&=25F^0-5F^0-\tfrac{10}7(F^2+F^4),\\
J_S&=\frac{F^2+F^4}{14}=\frac{49B+19.6C}{14}=3.5B+1.4C .
\end{align}
This holds in every orthonormal basis, and the second sum rule reads $\sum_{ab}J_{ab}=5F^0+20J_S$. Removing the diagonal from it and dividing by 20 gives
\begin{equation}
\bar J=J_S-\frac1{20}\sum_a\,(U_{aa}-F^0).
\label{eq:key}
\end{equation}
$J_S$ takes $F^0$ per orbital out of the full exchange sum, while $\bar J$ takes out the actual self-repulsion $U_{aa}$. The two agree only if the mean of $U_{aa}$ is $F^0$.

\section{Real orbitals}

\noindent Q: Then the difference depends on which orbitals I choose, and no fixed factor can come out.

\medskip\noindent A: For real d orbitals it is fixed, because they all have the same $U_{aa}$. A real $l=2$ function is $S\propto\mathbf n^{T}Q\,\mathbf n$ with $Q$ a real symmetric traceless $3\times3$ matrix. $U_{aa}$ is a homogeneous quartic polynomial in the entries of $Q$, unchanged by rotations. A rotation makes $Q$ diagonal, and rotations also permute the eigenvalues, so $U_{aa}$ is a symmetric polynomial in three eigenvalues of zero sum. Such polynomials are generated by $\mathrm{tr}\,Q^2$ and $\mathrm{tr}\,Q^3$, and the only one of degree four is $(\mathrm{tr}\,Q^2)^2$. The same argument at degree two makes the norm of $S$ proportional to $\mathrm{tr}\,Q^2$. All normalized real d orbitals therefore share one value, which I call $U_K$.

It can be evaluated on $d_{z^2}$, where $S^2=\frac5{4\pi}\sum_kc_kP_k(\cos\theta)$ by Eq.~\eqref{eq:p2sq}. By the addition theorem the kernel $P_k(\cos\gamma)$ acts as $4\pi/(2k+1)$ times the projector on angular momentum $k$, and $\int P_k^2\,d\Omega=4\pi/(2k+1)$. The coefficient of $F^k$ is thus $25c_k^2/(2k+1)^2$, which gives $1$ for $k=0$, $25\cdot\frac4{49}/25=\frac4{49}$ for $k=2$ and $25\cdot\frac{324}{1225}/81=\frac4{49}$ for $k=4$. Therefore
\begin{equation}
U_K=F^0+\tfrac4{49}(F^2+F^4)=F^0+\tfrac87J_S=A+4B+3C,
\end{equation}
where the last form uses $\frac87J_S=4B+1.6C$ and $F^0=A+1.4C$. Two electrons in one orbital share the same lobes and repel more than the spherical average. Equation~\eqref{eq:key} now gives, in any real orthonormal basis,
\begin{equation}
\bar J=J_S-\frac{5}{20}\cdot\frac87J_S=\frac57J_S=2.5B+C .
\end{equation}
The missing $\frac27J_S$ reappears in the direct term: from the first sum rule, $20\,\overline{U_{ab}}=25F^0-5U_K$, so $\overline{U_{ab}}=F^0-\frac27J_S$. Your reading set this mean equal to $F^0$.

The constancy of $U_{aa}$ also gives the Kanamori relation pair by pair. For real orthonormal $a,b$ the orbitals $(a\pm b)/\sqrt2$ have densities $\frac12(a^2+b^2)\pm ab$. In the mean of their two self-repulsions the cross terms cancel, and $(ab|ab)=J_{ab}$ for real functions, so
\begin{equation}
U_K=\tfrac14(2U_K+2U_{ab})+J_{ab}\quad\Rightarrow\quad U_{ab}=U_K-2J_{ab}.
\label{eq:pair}
\end{equation}

\noindent Q: I want to see the ten cubic pairs add up to $2.5B+C$.

\medskip\noindent A: Write $J_{ab}=w_2F^2+w_4F^4$ for $a\neq b$; the $k=0$ term vanishes by orthogonality. Here $w_k=\frac{4\pi}{2k+1}N_k$, with $N_k$ the squared norm of the $l=k$ part of $S_aS_b$, so $5w_2+9w_4=4\pi\int S_a^2S_b^2\,d\Omega$. The integral $I=\int S^4d\Omega$ is again a quartic invariant, and the argument of Eq.~\eqref{eq:pair} applied to it, with $X=\int S_a^2S_b^2\,d\Omega$ in both roles, gives $I=\frac12I+\frac12X+X$, so $X=I/3$. On $d_{z^2}$,
\begin{equation}
4\pi I=25\sum_k\frac{c_k^2}{2k+1}=25\cdot\frac{49+20+36}{1225}=\frac{15}{7},
\end{equation}
so $5w_2+9w_4=\frac57$. Inserting the Racah definitions,
\begin{equation}
J_{ab}=49w_2B+\tfrac75(5w_2+9w_4)\,C=49w_2B+C .
\end{equation}
Every real pair carries exactly one $C$. For $w_2$, split $p=(\mathbf x^TQ\mathbf x)(\mathbf x^TQ'\mathbf x)=h_4+r^2h_2+r^4h_0$ into harmonic polynomials. Both factors are harmonic, so $\nabla^2p=2\,(2Q\mathbf x)\cdot(2Q'\mathbf x)=8\,\mathbf x^TQQ'\mathbf x$, while $\nabla^2(r^2h_2)=14h_2$ and $\nabla^2r^4=20r^2$. Matching traceless parts, $h_2=\frac47\mathbf x^TM\mathbf x$ with $M=\frac12(QQ'+Q'Q)-\frac13\mathrm{tr}(QQ')\mathbb 1$, and so $w_2\propto\mathrm{tr}\,M^2$. The constant follows from $Q'=Q$ with $\mathrm{tr}\,Q^2=1$. The Cayley--Hamilton relation $Q^3=\frac12(\mathrm{tr}\,Q^2)Q+(\det Q)\mathbb 1$, multiplied by $Q$ and traced, gives $\mathrm{tr}\,Q^4=\frac12$. Then $\mathrm{tr}\,M^2=\frac12-\frac13=\frac16$, which must yield $w_2=\frac4{49}$, so $49w_2=24\,\mathrm{tr}\,M^2$.

With $e_{ij}$ the matrix units, take $Q_{ij}=(e_{ij}+e_{ji})/\sqrt2$ for $xy,yz,xz$, $\mathrm{diag}(-1,-1,2)/\sqrt6$ for $z^2$ and $\mathrm{diag}(1,-1,0)/\sqrt2$ for $x^2-y^2$.
\begin{itemize}
\item Two $t_{2g}$ orbitals: $Q_{xy}Q_{xz}=\frac12e_{yz}$, $M=\frac14(e_{yz}+e_{zy})$, $\mathrm{tr}\,M^2=\frac18$, so $J=3B+C$ for three pairs.
\item A diagonal matrix with entries $d_i$ and $Q_{ij}$: $M=\frac12(d_i+d_j)Q_{ij}$, so $49w_2=6(d_i+d_j)^2$. For $z^2$ this is $4$ with $xy$ and $1$ with $xz$ and $yz$. For $x^2-y^2$ it is $0$ with $xy$ and $3$ with $xz$ and $yz$.
\item The $e_g$ pair: $M=\mathrm{diag}(-1,1,0)/\sqrt{12}$, $\mathrm{tr}\,M^2=\frac16$, so $J=4B+C$.
\end{itemize}
The $B$ coefficients sum to $9+4+2+0+6+4=25$ over ten pairs, and the mean is $2.5B+C$. In the formal limit $B\to0$ all ten exchange integrals equal $C$ while $J_S=1.4C$, so the factor is not an effect of the spread among pairs.

\section{Complex orbitals}

\noindent Q: The DFT+U matrices can be written in the $Y_{2m}$ basis. Perhaps the pair mean is $J_S$ there.

\medskip\noindent A: It changes, but not to $J_S$. Write a normalized complex orbital as $u+iv$ with $u,v$ real. Its overlap with its own conjugate, $\int(u+iv)^2=\|u\|^2-\|v\|^2+2i\int uv$, turns by $e^{2i\chi}$ under a phase $e^{i\chi}$, so a phase exists that makes $u$ and $v$ orthogonal. The orbital is then $\cos\theta\,a+i\sin\theta\,b$ with $a,b$ real and orthonormal, its density is $\cos^2\theta\,a^2+\sin^2\theta\,b^2$, and Eq.~\eqref{eq:pair} gives
\begin{equation}
U_{\phi\phi}=(\cos^4\theta+\sin^4\theta)U_K+2\cos^2\theta\sin^2\theta\,(U_K-2J_{ab})=U_K-\sin^2(2\theta)J_{ab}.
\end{equation}
Since $J_{ab}=49w_2B+C>0$, every orbital that is not real up to a phase has $U_{\phi\phi}<U_K$, and Eq.~\eqref{eq:key} gives $\bar J\ge\frac57J_S$, with equality only if all five orbitals are real up to phases. The $Y_{2,\pm2}$ are built from $(x^2-y^2,xy)$ and the $Y_{2,\pm1}$ from $(xz,yz)$, both with $\theta=\pi/4$. The diagonal sum drops by $2C+2(3B+C)=6B+4C$, so $\bar J$ rises by a twentieth of that, to $2.8B+1.2C$. A Kanamori Hamiltonian, with equal spin-flip and pair-hopping amplitudes, presupposes real orbitals, so this value is not its coupling either.

\section{Why the real pair mean is the right Kanamori coupling}

\noindent Q: The five-orbital Kanamori form is not exact, since the $J_{ab}$ differ. I could treat $J$ as adjustable, and $J_S$ might serve as well as $\bar J$.

\medskip\noindent A: There is a definite sense in which only one value serves. Average the tensor $(ab|cd)$ over all real orthogonal changes of basis, the group O(5). The result is invariant. Sign changes of single orbitals remove every element whose indices do not come in pairs, permutations equalize elements of one type, reality gives $(ab|ab)=(ab|ba)$, and the rotation by $45^\circ$ gives Eq.~\eqref{eq:pair}. What remains is
\begin{equation}
\alpha\,\delta_{ab}\delta_{cd}+\beta\,(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}),
\label{eq:o5}
\end{equation}
the Kanamori tensor with $\beta=J_K$ and $\alpha=U_K-2J_K$. Both sum rules survive the average, being true in each basis:
\begin{equation}
25\alpha+10\beta=25F^0,\qquad 5\alpha+30\beta=5F^0+20J_S .
\end{equation}
The first gives $\alpha=F^0-\frac25\beta$, and the second then $28\beta=20J_S$. So $J_K=\frac57J_S$, $\alpha=F^0-\frac27J_S$, and $\alpha+2\beta=F^0+\frac87J_S$ as before. One combination is common to both languages:
\begin{equation}
U_K-3J_K=F^0+\tfrac87J_S-\tfrac{15}7J_S=F^0-J_S,
\end{equation}
the mean interaction of two parallel spins in different orbitals, which is the $U_{\rm eff}=U-J$ of the Dudarev functional.

In $d^2$ the matrix element $\langle ac|V|bd\rangle=(ab|cd)$ turns Eq.~\eqref{eq:o5} into $\alpha+\beta(P+K)$, where $P$ swaps the orbital labels and $K=5|s\rangle\langle s|$ with $|s\rangle=\sum_a|aa\rangle/\sqrt5$. The levels are $\alpha-\beta=U_K-3J_K$ for the ten antisymmetric spatial states (triplets), $\alpha+\beta=U_K-J_K$ for the fourteen symmetric states orthogonal to $|s\rangle$, and $\alpha+6\beta=U_K+4J_K$ for $|s\rangle$. Each subspace is O(5)-invariant, so the average preserves the trace of the Hamiltonian over it. Kanamori therefore gives the weighted mean of $^3F$ and $^3P$, the weighted mean of $^1D$ and $^1G$, and $^1S$ exactly, because $|s\rangle\propto P_2(\cos\gamma)$ is the only $L=0$ state. The splittings inside each group are lost.

For general $d^n$, average over U(5). Orbital phases now also remove $(ab|ab)$ for $a\ne b$. The orbitals $(a\pm b)/\sqrt2$ have densities $\frac12(|a|^2+|b|^2)\pm\frac12(a^*b+b^*a)$. The self-repulsion of the last term is $\frac14[(ab|ba)+(ba|ab)]=\frac12J_{ab}$, so in the averaged tensor $U_{aa}=\frac12U_{aa}+\frac12U_{ab}+\frac12J_{ab}$, that is $U_{aa}=U_{ab}+J_{ab}$. This leaves $\alpha'\delta_{ab}\delta_{cd}+D\,\delta_{ad}\delta_{bc}$, with $25\alpha'+5D=25F^0$ and $5\alpha'+25D=5F^0+20J_S$. Subtracting a fifth of the first from the second gives $24D=20J_S$, so $D=\frac56J_S$, the J{\o}rgensen spin-pairing parameter, and $\alpha'=F^0-\frac16J_S$. The space of given $n$ and $S$ is U(5)-invariant, so its mean energy is that of $\sum_{i<j}(\alpha'+DP_{ij})$. Antisymmetry makes the orbital swap minus the spin swap, $P_{ij}=-(\frac12+2\mathbf s_i\cdot\mathbf s_j)$, and $2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=S(S+1)-\frac34n$. With $\frac14n(n-1)-\frac34n=\frac14n(n-4)$,
\begin{equation}
\bar E(n,S)=\left(F^0-\tfrac16J_S\right)\frac{n(n-1)}2-D\left[S(S+1)+\frac{n(n-4)}4\right].
\label{eq:mean}
\end{equation}
A Kanamori tensor with any $U$ and $J$ has $25\alpha'+5D=25\alpha+10J$ and $5\alpha'+25D=5\alpha+30J$, so $24D=28J$ and $D=\frac76J$, independent of $U$. It reproduces the spin gaps of Eq.~\eqref{eq:mean} if and only if $\frac76J=\frac56J_S$. With $J=J_S$ each gap between these spin-resolved means is $7/5$ of the value for the full spherical interaction.

\section{Subshells and other shells}

\noindent Q: My ion is octahedral $d^3$, and I may keep only the $t_{2g}$ orbitals. Is it still $5/7$?

\medskip\noindent A: No. Under the reflections of $x$, $y$ and $z$ a product of four $t_{2g}$ functions is even only if the labels come in pairs, and all three pairs have $J_t=3B+C$. Within $t_{2g}$ the Kanamori form is thus exact with $U_K$ and $J_t$; it describes the ion when the cubic splitting $10Dq$ is so large that mixing with $e_g$ is negligible. The ratio $J_t/J_S=(3B+C)/(3.5B+1.4C)$ depends on $C/B$; its formal ends are $5/7$ at $B=0$ and $6/7$ at $C=0$. In Slater integrals $J_t=\frac3{49}F^2+\frac{20}{441}F^4$, so the ratio falls as $F^4/F^2$ grows, and the condition $F^2\ge F^4>0$ of the bare interaction keeps it at or above $47/63=0.746$ and below $6/7$.

For the levels, treat the three orbitals as an effective $l=1$ shell, with $K=3|s\rangle\langle s|$. For a pair, $\mathbf l_1\cdot\mathbf l_2=\frac12L(L+1)-2$ is $-2,-1,+1$ for $L=0,1,2$, and $P-K$ is $1-3$, $-1$, $+1$, so $P+K=2P-\mathbf l_1\cdot\mathbf l_2$. For three electrons $\sum P_{ij}=-[S(S+1)-\frac34]$ and $\sum\mathbf l_i\cdot\mathbf l_j=\frac12L(L+1)-3$. The twenty states are a quartet with $L=0$ (all spins parallel), doublets with $L=2$ (largest $M_L$ is 2), and doublets with $L=1$ (two determinants have $M_L=1$, $M_S=\frac12$). With $\alpha_t=U_K-2J_t$ the energies are $3\alpha_t+(-6+3)J_t$, $3\alpha_t+(0-0)J_t$ and $3\alpha_t+(0+2)J_t$. The gaps above the quartet are $3J_t$ (ten states) and $5J_t$ (six states).

For a shell of $m=2l+1$ orbitals the sum rules read $m^2F^0$ and $mF^0+m(m-1)J_S$. Then $\alpha=F^0-2\beta/m$ and $\beta(m+1-2/m)=(m-1)J_S$; since $m^2+m-2=(m+2)(m-1)$, $\beta=mJ_S/(m+2)$. For f electrons this O(7) mean is $7/9=0.7778$ of $J_S$, but $U_{aa}$ is not the same for all real f orbitals, and the pair mean in one basis need not match it. For the $F^2$ part in the tesseral harmonics the computed ratio is $0.7429$.

\section{The free Cr$^{3+}$ ion}

\noindent Q: What is the size of all this for a real ion?

\medskip\noindent A: Take free Cr$^{3+}$, $3d^3$, in nonrelativistic restricted Hartree--Fock with the def2-TZVP basis. The f functions decouple by symmetry, leaving 38 functions. The orbitals minimize the mean energy of the ten determinants with three parallel d spins, in which an orbital has weight $3/5$ and a pair $3/10$; this mean is spherical, so the single radial function is exact within the method. The energy is $-4540.4$~aJ and $\langle r\rangle_{3d}=57.35$~pm. Radial quadrature gives $F^0=3.68478$~aJ, $F^2=1.75089$~aJ and $F^4=1.09877$~aJ. The digits serve the arithmetic and are not converged in the basis: large even-tempered bases raise the three Slater integrals by $0.11$--$0.14$\% (to $3.6901$, $1.7529$ and $1.1000$~aJ), lower the energy by $0.10$~aJ and $\langle r\rangle_{3d}$ by $0.09$~pm, raise $J_S$, $J_K$ and $J_t$ below by about $0.0002$~aJ, and leave $J_t/J_S$ unchanged to four digits. No correlation error has been estimated. Then
\begin{align}
C&=5(1.09877)/63=0.08720\ \text{aJ},\\
B&=(1.75089-7\cdot0.08720)/49\approx0.02327\ \text{aJ},\\
J_S&=(1.75089+1.09877)/14=0.20355\ \text{aJ}=1.270\ \text{eV},\\
J_K&=2.5(0.02327)+0.08720=0.1454\ \text{aJ}=0.9075\ \text{eV},\\
J_t&=3(0.02327)+0.08720=0.1570\ \text{aJ}=0.980\ \text{eV},\\
J_{e_g}&=4(0.02327)+0.08720=0.1803\ \text{aJ}=1.125\ \text{eV},\\
U_K&=3.6848+\tfrac87(0.20355)=3.9174\ \text{aJ},\\
F^0-J_S&=3.6848-0.20355=3.4812\ \text{aJ}.
\end{align}
The five-orbital integrals evaluated analytically over the Gaussian orbitals, without the multipole expansion, give $J_K/J_S=0.714286$. With $C/B=3.75$ the subshell ratios are $J_t/J_S=0.7715$ and $J_{e_g}/J_S=0.8858$. The $Y_{2m}$ pair mean is $2.8(0.02327)+1.2(0.08720)=0.1698$~aJ. Over 100 random unitary bases the pair mean ran from $0.15675$ to $0.18025$~aJ. These are sample extremes, not bounds; they lie above $J_K$, as required, and show that the $Y_{2m}$ basis does not maximize the pair mean.

Diagonalizing $d^2$ with the same integrals gives $^3F$ (21 states) at $3.37649$~aJ and $^3P$ (9 states) at $3.72562$~aJ, with mean $(21\cdot3.37649+9\cdot3.72562)/30=3.48123$~aJ, the Kanamori triplet. The singlets $^1D$ at $3.66728$~aJ and $^1G$ at $3.83020$~aJ average to $(5\cdot3.66728+9\cdot3.83020)/14=3.77201$~aJ, the fourteenfold Kanamori level, and $^1S$ is at $4.49897$~aJ in both Hamiltonians.

For $d^3$, $D=\frac56(0.20355)=0.16962$~aJ, and Eq.~\eqref{eq:mean} puts the mean doublet $D(\frac{15}4-\frac34)=3D=0.5089$~aJ $=3.18$~eV above the mean quartet, in the full interaction and in Kanamori with $J_K$. Kanamori with $J_S$ gives $3\cdot\frac76(0.20355)=0.7124$~aJ $=4.45$~eV, which is 40\% above the full result. What even the correct $J_K$ omits is not small: $^4P$ lies $0.3491$~aJ above $^4F$. Nor does $J_K$ fix the lowest spin gap. The lowest doublet lies $0.3547$~aJ above $^4F$ in the full interaction but $3J_K=0.4362$~aJ above the quartet in Kanamori, 23\% too high; with the same integrals the lowest gaps agree for $d^2$, while Kanamori gives $0.5816$ against $0.4419$~aJ for $d^4$ and $0.7270$ against $0.6688$~aJ for $d^5$. In $t_{2g}^3$ the gaps are $3(0.15703)=0.4711$~aJ $=2.94$~eV and $5(0.15703)=0.7851$~aJ $=4.90$~eV. Using $J_S$ moves the first to $0.6106$~aJ, larger than $3J_t$ by the factor $1.296$. These two gaps are the limit $10Dq\to\infty$, which is approached slowly: with the same integrals and $10Dq=2.2$~eV, a size typical of Cr$^{3+}$ in oxides, mixing with $e_g$ puts the ten lowest doublet states at $2.64$--$2.79$~eV and the next doublet level at $3.82$~eV, and at $10Dq=10$~eV that level is still at $4.56$~eV. The numerical check asserts the pair table, the sum-rule results, the lower bound on the sampled bases, these spectra, and Eq.~\eqref{eq:mean} for $n=2$ to $8$.

\medskip\noindent Q: And in a crystal?

\medskip\noindent A: These are bare free-ion values, with no screening and no covalency, and they are not the parameters of Cr$^{3+}$ in a solid. The equality of the real pair mean with $\frac57J_S$, and of $J_S$ with $(F^2+F^4)/14$, used two things: orbitals of pure $l=2$ character with one radial function, and an interaction depending only on $r_{12}$. An isotropic screened interaction also has a Legendre expansion, so it changes the $F^k$ and keeps the factor. If the $t_{2g}$ and $e_g$ Wannier orbitals have different radial extent or ligand tails, or the screening is anisotropic, the reduction to three Slater integrals and the constancy of $U_{aa}$ fail, and the pair mean in a given basis need no longer be $\frac57J_S$. The O(5) average still gives $\beta=\frac57J_S$ when $U$ and $J_S$ are defined by the orbital sums of the first section, because it uses only $\sum_{ab}U_{ab}=25U$ and $\sum_{ab}J_{ab}=5U+20J_S$, which follow from those definitions. One then takes $J_{ab}$ from the computed interaction tensor. If your DFT+U parameters do stand for Slater integrals, $U=F^0$ and $J_S$, the five-orbital model needs $U_K=U+\frac87J_S$ and $J_K=\frac57J_S$, and the $t_{2g}$ model needs the ratio $F^4/F^2$ as well, to form $3B+C$.

\section*{Computed values}
\begin{verbatim}
coefficients of (B, C): JS = (3.500, 1.400)
coefficients of (B, C): real pair mean = (2.500, 1.000)
coefficients of (B, C): Y2m pair mean = (2.800, 1.200)
f shell, F2 part: tesseral pair mean/JS = 0.7429, O(7) mean/JS = 0.7778
e^2/(4 pi eps0 a0) = 4.359745 aJ
Cr3+ basis functions (s,p,d) = 38
Cr3+ high-spin-average HF energy = -4540.369 aJ
<r> of 3d = 57.35 pm
F0 = 3.68478 aJ
F2 = 1.75089 aJ
F4 = 1.09877 aJ
A = 3.56269 aJ
B = 0.02327 aJ
C = 0.08720 aJ
B+C (pair exchange) = 0.11048 aJ
mean inter-orbital U' = UK-2JK = 3.62662 aJ
Y2m pair-mean exchange = 0.16981 aJ
lowest pair mean, 100 random U(5) = 0.15675 aJ
highest pair mean, 100 random U(5) = 0.18025 aJ
D spin pairing = 0.16962 aJ
d2 3F = 3.37649 aJ
d2 3P = 3.72562 aJ
d2 1D = 3.66728 aJ
d2 1G = 3.83020 aJ
d2 1S = 4.49897 aJ
d2 Kanamori triplet = 3.48123 aJ
d2 Kanamori 14-fold singlet = 3.77201 aJ
d2 Kanamori top singlet = 4.49897 aJ
d3 4P-4F = 0.34912 aJ
d5 6S with these integrals = 34.81231 aJ
JS (DFT+U) = 0.20355 aJ = 1.2704 eV
JK (real pair mean) = 0.14539 aJ = 0.9075 eV
J t2g = 0.15703 aJ = 0.9801 eV
J eg = 0.18030 aJ = 1.1254 eV
UK = 3.91740 aJ = 24.4505 eV
Ueff = F0-JS = 3.48123 aJ = 21.7281 eV
d3 mean doublet-quartet gap, full = 0.50887 aJ = 3.1761 eV
same, Kanamori with JK = 0.50887 aJ = 3.1761 eV
same, Kanamori with JS (wrong) = 0.71242 aJ = 4.4466 eV
t2g^3 first gap = 0.47109 aJ = 2.9403 eV
t2g^3 second gap = 0.78514 aJ = 4.9005 eV
t2g^3 first gap with JS (wrong) = 0.61064 aJ = 3.8113 eV
F4/F2 = 0.6275, C/B = 3.7467
JK/JS = 0.714286
Jt2g/JS = 0.7715, Jeg/JS = 0.8858, JY2m/JS = 0.8343
wrong gap / true gap: five orbitals 1.4000, t2g 1.2962
\end{verbatim}
